# Why an Unrestricted Hartree-Fock Minimiser Has No Unfilled Shell, part 2

The ion C⁺ ($Z=6$, $N=5$) has one electron in 2p, which has room for six. The claim is nevertheless that unrestricted Hartree-Fock theory has no unfilled shell: in the field of the minimising determinant, every empty level lies strictly above the highest occupied level $\varepsilon_N$.

The energy is minimised over all determinants of $N$ orthonormal spin-orbitals $\varphi_i(x)$, $x=(\mathbf r,\sigma)$, which may be complex, mix spin directions and break spatial symmetry. A minimiser is assumed to exist. In Hartree atomic units, $h=-\tfrac12\nabla^2-\frac Zr$ and $V=1/|\mathbf r-\mathbf r'|$. The pair repulsion, direct minus exchange, is

$$D(f,g)=\tfrac12\iint V(x,y)\,\bigl|f(x)g(y)-g(x)f(y)\bigr|^2dx\,dy,\tag{2}$$

$$D(f,g)=\iint V|f(x)|^2|g(y)|^2-\iint V\,\rho(x)\rho^*(y),\qquad \rho(x)=f^*(x)g(x).\tag{3}$$

So $D(f,f)=0$. The Fock operator $F$ is defined by

$$\langle f|F|f\rangle=\langle f|h|f\rangle+\sum_{j=1}^N D(\varphi_j,f).\tag{4}$$

Let $u$ be occupied and $v$ a unit vector orthogonal to the occupied space, with $F_{uv}=\langle u|F|v\rangle$. Replacing $u$ by $\cos\theta\,u+\sin\theta\,v$ changes the energy by

$$\Delta E(\theta)=\sin2\theta\,\mathrm{Re}\,F_{uv}+\sin^2\theta\,\bigl[F_{vv}-F_{uu}-D(u,v)\bigr].\tag{6}$$

This identity was checked numerically on a model of three particles on six points (the "lattice identity" in the table of values). At a minimum $F_{uv}=0$ and the bracket is nonnegative. The occupied orbitals can be chosen as eigenfunctions of $F$, and for an empty eigenfunction $v$

$$\boxed{\;\varepsilon_v-\varepsilon_u\ \ge\ D(u,v)\;}\tag{8}$$

with $D(u,v)>0$. Moving one electron from $u$ to $v$ with the other orbitals frozen ($\theta=90^\circ$) costs

$$\Delta E=\varepsilon_v-\varepsilon_u-D(u,v).\tag{9}$$

The continuum of $F$ begins at zero. It remains to show that $\varepsilon_N<0$ whenever $N<Z+1$.

**Q.** Why is $\varepsilon_N$ below zero?

**A.** Because an electron could otherwise be moved far out at a profit. Take $N+1$ radial functions of one spin, $v_k=s_k(r)/(\sqrt{4\pi}\,r)$, with

$$s_k=\sqrt{\frac2{R_k}}\sin\frac{\pi(r-R_k)}{R_k}\quad(R_k\le r\le2R_k),\qquad R_k=2^kR,\quad k=0,\dots,N,$$

and zero elsewhere. They are normalised and do not overlap. Orthogonality to $N$ occupied orbitals imposes $N$ linear conditions on $N+1$ coefficients, so some unit vector $v=\sum_kc_kv_k$ satisfies them all.

Let $u$ have the level $\varepsilon_N$. The nonnegative bracket gives

$$\varepsilon_N\le F_{vv}-D(u,v)=\langle v|h|v\rangle+\sum_{\varphi_j\ne u}D(\varphi_j,v).$$

The exchange part of each $D$ lowers it. After the spin sum, exchange is the Coulomb integral of a density with its own complex conjugate, and in Fourier space that is an integral of $4\pi|\hat\rho(\mathbf k)|^2/k^2\ge0$. So $D$ is at most the direct term. Since $|v|^2$ is spherical, Newton's theorem replaces $1/|\mathbf r-\mathbf r'|$ by $1/\max(r,r')\le1/r$. The $N-1$ remaining electrons thus contribute at most $(N-1)\langle1/r\rangle$:

$$\varepsilon_N\le\langle v|-\tfrac12\nabla^2|v\rangle-(Z-N+1)\Bigl\langle\frac1r\Bigr\rangle.$$

Each shell has kinetic energy $\frac12\int s_k'^2dr=\frac12\cdot\frac2{R_k}\cdot\frac{\pi^2}{R_k^2}\cdot\frac{R_k}2=\frac{\pi^2}{2R_k^2}$ and $\langle1/r\rangle\ge1/(2R_k)$. There are no cross terms, so $v$ gives a weighted mean of shell values, which cannot exceed the largest:

$$\varepsilon_N\le\max_k\Bigl[\frac{\pi^2}{2R_k^2}-\frac{Z-N+1}{2R_k}\Bigr]<0\quad\text{if }R>\frac{\pi^2}{Z-N+1}.\tag{10}$$

For C⁺, $Z-N+1=2$. With $R=20$ bohr and six shells, quadrature of the shell integrals gives a highest value of $-0.0021$ hartree. This is an upper bound on $\varepsilon_N$ in the complete orbital space, not an estimate of it.

**Q.** So $\varepsilon_N$ is below both the empty eigenvalues and the continuum. Does the proof survive in a finite basis?

**A.** Yes. Restrict every orbital to the span of the basis. The rotation stays inside that span, and $D$ keeps its positive integrand. The continuum question disappears. The gap is then strict for the minimiser within the basis, though its size depends on the basis.

**Q.** Numerically, how would you know you have a minimiser and not just a stationary point?

**A.** Look at the second variation. Let real parameters $\xi$ describe small complex rotations between occupied and empty orbitals, and write $\Delta E=\xi^TQ\xi$ to second order. I call the eigenvalues of $Q$ curvatures. For a single pair, $\Delta E=\theta^2[\varepsilon_v-\varepsilon_u-D(u,v)]$ to that order, so this bracket is a diagonal entry of $Q$. A matrix without negative eigenvalues has no negative diagonal entry. Hence nonnegative curvatures at a stationary determinant already imply the gap.

**Q.** Then I can check all brackets and certify a minimum?

**A.** No, because off-diagonal entries matter. Take two electrons on two sites, with hopping $t>0$ and on-site repulsion $U>0$. Put both spins in the bonding orbital. Each spin feels the field $U/2$, so the levels are $U/2\mp t$ and the gap is $2t$. The pair repulsion $D$ between bonding and antibonding orbitals is $U/2$ for opposite spins and zero for equal spins. All brackets are nonnegative if $U\le4t$.

Now rotate the two spins towards the antibonding orbital by $\theta$ and $-\theta$. On one site the densities become $\frac12(1\pm\sin2\theta)$, and on the other the signs are reversed. The energy is

$$E=-2t\cos2\theta+\frac U2\bigl(1-\sin^22\theta\bigr),\qquad \Delta E\simeq(4t-2U)\theta^2 .$$

For $2t<U\le4t$ this is negative although every bracket passes. Adding a constant $c>0$ to the repulsion of every pair makes $V$ strictly positive. It raises every gap and every $D$ by $c$ and shifts the energy by a constant, so the conclusion stands. A gap is necessary for a minimum, not sufficient.

**Q.** Back to C⁺. You still owe me an account of the lone 2p electron.

**A.** Suppose $F$ commuted with all rotations of space and all rotations of spin. Its levels would then have even degeneracy, because each spatial orbital occurs with both spins. The theorem fills levels completely, so $N$ would be even. With $N=5$ that is impossible. The minimiser must break the symmetry, and its own field splits the 2p level.

**Q.** Show me numbers.

**A.** The calculation uses the cc-pVDZ basis, with 28 spin-orbitals, hence $5\times23=115$ occupied-empty pairs. Correlation and relativity are absent. It begins with a determinant of real, pure-spin orbitals, a UHF solution, at $-37.28953$ hartree. Its lowest curvature is $-0.0054$ hartree. Among determinants of general spin-orbitals it is therefore a saddle point, not a minimum.

Two searches, started from differently disturbed copies of it, both ended at $-37.29089$ hartree, lower by $0.00137$ hartree. These digits belong to this basis: in cc-pVQZ the solutions of the same two types lie about $0.007$ hartree lower, and the drop is $0.00166$ hartree. This is the lowest minimum found; two searches do not prove it global. The lowest curvature there is $-1.6\times10^{-9}$ hartree, zero within the numerical tolerance of $10^{-5}$ hartree.

**Q.** Zero, not positive. Is that a minimum?

**A.** Five curvatures vanish within that tolerance, and the next is $0.0053$ hartree. Flat directions are expected, because rotating a symmetry-breaking determinant in space or spin costs nothing. There are three independent rotations of each kind, so five flat directions are compatible with symmetry alone. All five have that origin: applied to this determinant, the six generators span five directions, because one combination leaves it unchanged, and these five coincide with the flat ones. Nonnegative curvatures are sufficient for the gap, so flat directions do no harm to it.

**Q.** What does this determinant look like?

**A.** Not what the UHF picture suggests. The numbers of electrons with spin up and down are 2.5 and 2.5, and the total spin vector vanishes, so the count is the same along every axis. If all orbitals had pure spin along a common axis, these counts would be integers. The minimiser therefore mixes spin directions in its orbitals. The electron numbers in s, p and d functions are 3.9965, 1.0000 and 0.0035. There is still one p electron, and the s core has acquired a slight d admixture, which grows to 0.0044 in cc-pVQZ. Why this arrangement beats the pure-spin one was not analysed.

The levels in hartree are:

- occupied: $-11.910$ (twice), $-1.158$ (twice), $-0.9157$;
- lowest empty: $-0.3522$ (twice), $-0.3370$ (twice), $-0.2983$, then $+0.2402$.

The positive level $+0.2402$ reflects the lack of diffuse functions: in aug-cc-pVDZ the sixth empty level is bound, at $-0.111$ hartree. In larger bases up to cc-pVQZ the 1s level moves by up to $0.012$ hartree and the 2s and 2p levels by up to $0.002$ hartree. The highest occupied and lowest empty orbitals are both of p character. One level lies far below five others where the central field would have six equal ones.

**Q.** And the inequality?

**A.** For the highest occupied and lowest empty orbitals,

$$\varepsilon_v-\varepsilon_u=0.5635\ \text{hartree}=15.33\ \text{eV},\qquad D(u,v)=0.5217\ \text{hartree}=14.20\ \text{eV}.$$

The difference is $0.0419$ hartree from the unrounded values. It is also the smallest difference among all 115 pairs. The lower bound $D$ reaches $0.5217/0.5635=93\%$ of the gap. By (9), the frozen promotion costs just $0.0419$ hartree, far less than the gap. These values depend on the basis: from aug-cc-pVDZ to cc-pVQZ the gap is $0.563$ to $0.566$ hartree, $D$ is $0.515$ to $0.518$ hartree, their difference is $0.047$ to $0.050$ hartree, and the ratio is $91$ to $92\%$.

**Q.** Does the rotation formula hold in the ion as well?

**A.** It was tested by rotating the highest occupied orbital into the sixth empty one. There the level difference is $1.15589$ and $D=0.35852$, so the bracket is $0.79737$ hartree. At $30^\circ$, $60^\circ$ and $90^\circ$ the factors $\sin^2\theta$ are $\frac14$, $\frac34$ and $1$, giving $0.19934$, $0.59802$ and $0.79737$ hartree. The energies computed from the rotated determinants agree with the formula to all printed digits.

**Q.** Suppose I keep the field spherical by putting one sixth of an electron into each 2p spin-orbital. That has an unfilled shell. Is the theorem contradicted?

**A.** No, since such an occupation is not a determinant. It is instructive to see what it costs. With occupations $n_i$, extend the energy to

$$E=\sum_in_i\langle i|h|i\rangle+\tfrac12\sum_{i,j}n_in_jD_{ij},\qquad D_{ij}=D(\varphi_i,\varphi_j).$$

Changing $n_i$ by $\delta_i$ at fixed orbitals gives

$$\Delta E=\sum_i\delta_i\varepsilon_i+\tfrac12\sum_{i,j}\delta_i\delta_jD_{ij},\qquad\varepsilon_i=\langle i|h|i\rangle+\sum_jn_jD_{ij}.$$

Gather the electron into one p spin-orbital: $\delta_1=\frac56$ and $\delta_k=-\frac16$ for the other five. All six levels are equal and the $\delta$'s sum to zero, so the linear term vanishes.

Let $S=\sum_{k\ne1}D_{1k}$. The field of the complete p shell is invariant under rotations of space and spin, so this sum is the same for each of the six. The sum of $D_{kl}$ over all ordered pairs is $6S$; without orbital 1 it is $6S-2S=4S$. Hence

$$\Delta E=\tfrac12\Bigl[2\cdot\tfrac56\cdot\bigl(-\tfrac16\bigr)S+\tfrac1{36}\cdot4S\Bigr]=-\frac S{12}.\tag{11}$$

**Q.** Is there a physical reason for exactly that amount?

**A.** In the evenly filled shell the p-p repulsion is $\frac12\cdot\frac1{36}\cdot6S=S/12$. But the shell holds one electron, which should not repel itself. Gathering it into one orbital removes this spurious energy and nothing else.

For C⁺ the evenly filled shell has energy $-37.05384$ hartree and a sixfold level at $-0.4528$ hartree, with no gap inside it. The computed $S$ is $2.58702$ hartree, so (11) predicts $-2.58702/12=-0.21559$ hartree, and the direct energy difference agrees. The minimiser lies $0.23705$ hartree below the evenly filled shell. The remaining $0.02146$ hartree comes from letting all orbitals adjust. In cc-pVQZ, (11) holds just as well, with $S=2.575$ hartree, a total difference of $0.2385$ hartree and a remainder of $0.0239$ hartree.

**Q.** And if I use ordinary UHF, with pure-spin orbitals and fixed numbers of up and down electrons?

**A.** Then the permitted rotations join orbitals of equal spin, and the proof gives a strict gap within each spin channel. It does not order an occupied up level against an empty down level. If the determinant also minimises over the division into up and down electrons, replace an up orbital by a down orbital in one step. This is (9), with no intermediate angle needed, and it gives the same inequality across the channels.

## Table of computed values

```
lattice identity, largest error: 1.1e-15 (model units)
shell trial functions: first inner radius 20 bohr, net charge 2
highest of 6 shell energies: -0.002103 hartree
ion: C+, Z = 6, N = 5, spin-orbitals in basis: 28
UHF starting point, energy: -37.289528 hartree
UHF starting point, lowest curvature: -0.005446 hartree
start disturbed by 0.1 rad: minimum at -37.290894 hartree
start disturbed by 0.5 rad: minimum at -37.290894 hartree
lowest minimum found, energy: -37.290894 hartree
its energy minus the UHF starting energy: -0.001367 hartree
lowest curvature there: -1.6e-09 hartree
curvatures below 1e-5 hartree in size: 5
first curvature above 1e-5 hartree: 0.005326 hartree
electrons of either spin along the spin axis: 2.5000 and 2.5000
electrons in s, p, d functions: 3.9965, 1.0000, 0.0035
occupied levels: -11.91000, -11.91000, -1.15804, -1.15804, -0.91568 hartree
lowest six empty levels: -0.35215, -0.35215, -0.33695, -0.33695, -0.29832, 0.24021 hartree
highest occupied orbital, weights: s 0.0000  p 1.0000  d 0.0000
lowest empty orbital, weights: s 0.0000  p 1.0000  d 0.0000
gap: 0.563531 hartree = 15.334 eV
bound D for this pair: 0.521666 hartree = 14.195 eV
gap minus D: 0.041864 hartree
smallest (gap minus D) over all 115 pairs: 0.041864 hartree
path: highest occupied orbital into empty level number 6
level difference on the path: 1.155888 hartree
D on the path: 0.358522 hartree
angle 30 deg: energy change 0.199342, formula 0.199342 hartree
angle 60 deg: energy change 0.598025, formula 0.598025 hartree
angle 90 deg: energy change 0.797367, formula 0.797367 hartree
evenly filled 2p shell, energy: -37.053844 hartree
its sixfold 2p level: -0.452763 hartree, occupation 0.1667 each
spread of that level: 8.3e-16 hartree
sum S of D over the other five spin-orbitals: 2.587020 hartree
energy change on filling one 2p spin-orbital: -0.215585 hartree
minus S/12: -0.215585 hartree
minimum minus evenly filled energy: -0.237050 hartree
```
